# Which Carbon π Orbitals of Staggered Ferrocene Mix with Iron 3d?

**Setting.** Ferrocene, an iron precursor for atomic layer deposition, has an iron atom between two parallel C₅H₅ rings. Take the staggered form, of symmetry $D_{5d}$, with iron at the origin and the fivefold axis along $z$. The upper carbons lie at azimuths $\varphi_k=2\pi k/5$, $k=0,\dots,4$, and lower carbon $k$ is the inversion image of upper carbon $k$. Each carbon carries one real 2p orbital normal to its ring, called $t_k$ (upper) or $b_k$ (lower), with its positive lobe pointing towards the metal.

The group has 20 operations. Ten are proper rotations, with the characters below ($\alpha=72^\circ$).

| | $E$ | $2C_5$ | $2C_5^2$ | $5C_2'$ |
|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 |
| $E_1$ | 2 | $2\cos\alpha$ | $2\cos2\alpha$ | 0 |
| $E_2$ | 2 | $2\cos2\alpha$ | $2\cos\alpha$ | 0 |

The other ten are these multiplied by inversion: $i$, $2S_{10}^3$, $2S_{10}$, $5\sigma_d$. Their characters are the same for gerade (g) species and reversed in sign for ungerade (u) species.

## Part (a)

**Question.** Find the characters of the ten π orbitals and reduce the representation.

**Answer.** Every operation maps the molecule onto itself and keeps the metal fixed, so it carries an inward lobe into an inward lobe. The orbitals are permuted without sign changes, and the character is the number of carbons left in place.

- $E$ leaves all ten.
- $C_5$ and $C_5^2$ move every carbon.
- $C_2'$, $i$, $S_{10}$ and $S_{10}^3$ exchange the rings and leave none.
- Each $\sigma_d$ contains one upper carbon and its inversion image, so it leaves two.

Hence $\chi_\pi(E)=10$, $\chi_\pi(\sigma_d)=2$, and all other characters vanish. The number of times species $\Gamma$ occurs is

$$n_\Gamma=\frac1{20}\sum_R\chi_\Gamma(R)\chi_\pi(R)=\frac{10\,\chi_\Gamma(E)+5\cdot2\,\chi_\Gamma(\sigma_d)}{20}.$$

For $A_{1g}$ and $A_{2u}$, $\chi(\sigma_d)=+1$ and $n=(10+10)/20=1$. For $A_{2g}$ and $A_{1u}$, $\chi(\sigma_d)=-1$ and $n=0$. For each of the four $E$ species, $\chi(\sigma_d)=0$ and $n=20/20=1$. Therefore

$$\Gamma_\pi=A_{1g}+A_{2u}+E_{1g}+E_{1u}+E_{2g}+E_{2u},$$

with dimension $1+1+2+2+2+2=10$.

## Part (b)

**Question.** Construct the combinations, normalized with carbon–carbon overlap neglected.

**Answer.** On a five-membered ring the waves $\cos m\varphi_k$ and $\sin m\varphi_k$ are independent for $m=0,1,2$; $m=3$ repeats $m=2$ because $\cos(3\varphi_k)=\cos(2\varphi_k)$ and $\sin(3\varphi_k)=-\sin(2\varphi_k)$. Inversion exchanges $t_k$ and $b_k$, so $t_k+b_k$ is gerade and $t_k-b_k$ ungerade. For $m=0$,

$$\psi(A_{1g}),\ \psi(A_{2u})=\frac1{\sqrt{10}}\sum_k(t_k\pm b_k).$$

Both are unchanged by $\sigma_d$, which identifies the minus combination as $A_{2u}$ and not $A_{1u}$. For $m=1,2$,

$$\psi(E_{mg}),\ \psi(E_{mu})=\frac1{\sqrt5}\sum_k\cos(m\varphi_k)\,(t_k\pm b_k),$$

with sine partners. The factor follows from $\sum_k\cos^2m\varphi_k=5/2$, counted once for each ring. Since each species occurs once, symmetry fixes these combinations up to normalization and the choice of partners.

## Part (c)

**Question.** Classify the iron 3d orbitals. Which π combinations can mix with them? Do the others have partners in 4s or 4p?

**Answer.** A rotation by $\beta$ has the d character $1+2\cos\beta+2\cos2\beta$. This is 5 for $E$, 0 for $C_5$ and $C_5^2$, and 1 for $C_2'$ ($\beta=180^\circ$). The d orbitals are even under inversion, so the inverted classes repeat these values and no ungerade species occurs. The reduction gives

$$n_{A_{1g}}=\frac{5+5+5+5}{20}=1,\quad n_{A_{2g}}=\frac{5-5+5-5}{20}=0,\quad n_{E_{1g}}=n_{E_{2g}}=\frac{10+10}{20}=1.$$

The azimuthal dependence assigns the orbitals:

- $A_{1g}$: $d_{z^2}$;
- $E_{1g}$: $d_{xz},d_{yz}$, varying as $\cos\varphi,\sin\varphi$;
- $E_{2g}$: $d_{x^2-y^2},d_{xy}$, varying as $\cos2\varphi,\sin2\varphi$.

The one-electron Hamiltonian $H$ commutes with inversion. For an ungerade $\psi_u$,

$$\langle\psi_u|H|d\rangle=\langle i\psi_u|H|i\,d\rangle=-\langle\psi_u|H|d\rangle=0,$$

and the overlap vanishes likewise. **Five combinations can mix with 3d: $A_{1g}$, the $E_{1g}$ pair and the $E_{2g}$ pair. The five ungerade combinations cannot.** Cosine partners couple to cosine partners, and sine to sine.

The 4s orbital is $A_{1g}$. The $4p_z$ orbital is odd under $i$ and unchanged by $\sigma_d$, hence $A_{2u}$; $(4p_x,4p_y)$ is $E_{1u}$. So $A_{2u}$ and $E_{1u}$ may mix with 4p, while $E_{2u}$ has no partner among 3d, 4s and 4p.

## Part (d)

**Question.** Symmetry permits mixing but does not give its strength. Let $\theta$ be the polar angle of an upper carbon seen from iron. Express the overlaps of the allowed combinations with 3d through two local overlaps, σ and π, about the Fe–C line. Evaluate them for a ring radius of 0.12 nm and a metal–ring distance of 0.165 nm.

**Answer.** Take the carbon at $\varphi=0$ and write $c=\cos\theta$, $s=\sin\theta$. Let $n$ be the coordinate along the Fe–C line and $q$ the one along increasing $\theta$, so that

$$x=sn+cq,\qquad z=cn-sq.$$

The inward orbital is $-p_z=c\,(-p_n)+s\,p_q$. Define $S_\sigma=\langle d_{nn}|{-p_n}\rangle$ and $S_\pi=\langle d_{nq}|p_q\rangle$. With a common radial factor, the angular forms are

$$d_{nn}=\tfrac12(3n^2-r^2),\quad d_{nq}=\sqrt3\,nq,\quad d_{z^2}=\tfrac12(3z^2-r^2),\quad d_{xz}=\sqrt3\,xz,\quad d_{x^2-y^2}=\tfrac{\sqrt3}2(x^2-y^2).$$

The coefficient of $d_{nn}$ in a metal orbital is its value at $n=1$, $q=y=0$, where the other local d functions vanish. The coefficient of $d_{nq}$ is the coefficient of $nq$ divided by $\sqrt3$. This gives

$$\begin{aligned}d_{z^2}&:\ \tfrac12(3c^2-1),\ -\sqrt3\,sc;\\ d_{xz}&:\ \sqrt3\,sc,\ c^2-s^2;\\ d_{x^2-y^2}&:\ \tfrac{\sqrt3}2s^2,\ sc.\end{aligned}$$

The remaining local d components do not overlap with $p_n$ or $p_q$. Multiplying the first coefficient by $cS_\sigma$ and the second by $sS_\pi$,

$$\begin{aligned}s_0&=\tfrac12c(3c^2-1)S_\sigma-\sqrt3\,s^2c\,S_\pi,\\ s_1&=\sqrt3\,sc^2S_\sigma+s(c^2-s^2)S_\pi,\\ s_2&=\tfrac{\sqrt3}2s^2c\,S_\sigma+s^2c\,S_\pi.\end{aligned}$$

A carbon at azimuth $\varphi_k$ has overlap $s_m\cos m\varphi_k$ with the cosine partner, and its inversion image has the same. The group overlaps are therefore

$$G(A_{1g})=\frac{10s_0}{\sqrt{10}}=\sqrt{10}\,s_0,\qquad G(E_{mg})=\frac{2s_m}{\sqrt5}\cdot\frac52=\sqrt5\,s_m.$$

For the numbers, use normalized Slater orbitals with radial parts $r^{n_p-1}e^{-\zeta r}$, $n_p$ being the principal quantum number. The round exponents are $\zeta=30$ nm⁻¹ for carbon 2p and 45 nm⁻¹ for iron 3d. The Fe–C distance is $\sqrt{0.12^2+0.165^2}=0.204$ nm and $\theta=36.0^\circ$. Numerical integration in spheroidal coordinates gives $S_\sigma=0.149$ and $S_\pi=0.080$. Then

$$s_0=0.058-0.039=0.019,\qquad s_1=0.114,\qquad s_2=0.059,$$

and $G=0.060$, $0.254$ and $0.131$ for $A_{1g}$, $E_{1g}$ and $E_{2g}$.

The $A_{1g}$ value is small because its π term cancels about two thirds of its σ term. Setting $s_0=0$ and dividing by $c^3$ gives

$$\tan^2\theta=\frac{2}{1+2\sqrt3\,S_\pi/S_\sigma}.$$

For $S_\pi=0$ this is the nodal cone of $d_{z^2}$, at $54.7^\circ$. With the present ratio $S_\pi/S_\sigma=0.54$, held fixed, the zero moves to about $40^\circ$, close to the actual angle.

## Part (e)

**Question.** Find the levels in an extended Hückel model with $E_C=-11$ eV, $E_d=-12$ eV and $H_{ij}=\tfrac12KS_{ij}(E_i+E_j)$ for $i\ne j$, $K=1.75$. Keep the carbon–carbon overlap.

**Answer.** Let $N=\langle\psi|\psi\rangle$ for a combination from part (b). The diagonal terms contribute 1 to $N$ and the carbon–carbon overlaps $N-1$, so

$$H_\pi=E_C[1+K(N-1)],\qquad E_\pi=H_\pi/N.$$

The carbon overlaps, from the same numerical integration, give:

| Species | $N$ | $E_\pi$ (eV) |
|---|---|---|
| $A_{1g}$ | 1.693 | −14.38 |
| $A_{2u}$ | 1.524 | −13.84 |
| $E_{1u}$ | 1.112 | −11.83 |
| $E_{1g}$ | 1.036 | −11.29 |
| $E_{2g}$ | 0.630 | −6.15 |
| $E_{2u}$ | 0.613 | −5.80 |

With 3d included, the ungerade levels stay where they are. Each gerade partner obeys

$$(E_d-E)(H_\pi-NE)-(H_x-GE)^2=0,\qquad H_x=\tfrac12KG(E_d+E_C).$$

For $E_{1g}$, $H_\pi=-11(1+1.75\times0.0363)=-11.70$ eV and $H_x=-1.75\times0.2545\times11.5=-5.12$ eV. Expanding, with $E$ in eV,

$$(N-G^2)E^2+(2GH_x-NE_d-H_\pi)E+E_dH_\pi-H_x^2=0,$$

$$0.9715E^2+21.527E+114.15=0,$$

so $E=-13.37$ and $-8.79$ eV. The other species follow in the same way. The d population is the Mulliken value $c_d^2+c_dc_\pi G$ of the normalized orbital $c_dd+c_\pi\psi$.

| Species | Levels (eV) | d population |
|---|---|---|
| $A_{1g}$ | −14.41, −11.94 | 0.02, 0.98 |
| $E_{1g}$ | −13.37, −8.79 | 0.58, 0.42 |
| $E_{2g}$ | −12.27, −5.25 | 0.93, 0.07 |

The $E_{1g}$ pair mixes strongly mainly because its π level lies only 0.7 eV from 3d; its overlap is also the largest. For $E_{2g}$ the separation is 5.9 eV, and the lower level remains mostly 3d. For $A_{1g}$ mixing is allowed but slight.

## Part (f)

**Question.** How do iron 4s and 4p, ring rotation and displacement of the metal change these conclusions? Relate the model to real ferrocene.

**Answer.** Give 4s and 4p the exponent 35 nm⁻¹ and energies −9 and −5 eV. Numerical integration gives normalized overlaps $G/\sqrt N$ of 0.53 for $A_{1g}$–4s, 0.42 for $A_{2u}$–4p and 0.48 for $E_{1u}$–4p. Adding 4s lowers the lowest $A_{1g}$ level by 0.36 eV, far more than the 0.03 eV due to 3d. Adding 4p lowers $E_{1u}$ by 0.14 eV but $A_{2u}$ by less than 0.001 eV, despite the large overlap. The coupling that matters near $E_\pi$ is

$$H_x-GE_\pi=G\left[\tfrac12K(E_p+E_C)-E_\pi\right],$$

where $H_x$ now contains $E_p$. The bracket is $-14.00+13.84=-0.16$ eV for $A_{2u}$ and $-14.00+11.83=-2.17$ eV for $E_{1u}$. The tiny $A_{2u}$ shift is thus an accident of this energy rule and its parameters, not a selection rule.

If one ring turns about $z$, each of its waves turns with it and keeps its overlap with the d orbitals of the same $m$. Five combinations still couple to 3d, with unchanged strengths, though their labels change. The levels move through ring–ring overlap alone. In the 3d-plus-π model the largest change between staggered and eclipsed forms is 0.09 eV, in the empty level labelled $E_{2u}$ in the staggered form. The nine levels filled by the 18 electrons move by at most 0.004 eV, well below $k_BT=0.04$ eV at 450 K, a rough process temperature. This level change is not a rotation barrier.

If the metal moves 0.005 nm along the axis with the rings fixed, inversion is lost. The largest overlap of a formerly ungerade combination with 3d, that of $A_{2u}$ with $d_{z^2}$, becomes 0.016, about 6% of the $E_{1g}$ value and a quarter of the $A_{1g}$ value. The exclusion in part (c) therefore holds as long as inversion symmetry is kept, as in a symmetric metal–ring stretch, but it can fail during vibrations that break inversion.

The distances used are close to those of ferrocene; the exponents and energies are rough model choices. If the first contracted atomic natural orbitals of the ANO-RCC basis replace the single Slater functions for 3d and 2p, the normalized overlaps $G/\sqrt N$ with 3d change from 0.05, 0.25 and 0.17 to about −0.01, 0.18 and 0.14 for $A_{1g}$, $E_{1g}$ and $E_{2g}$; the Roos double-zeta ANO set gives −0.04, 0.18 and 0.16. The order of their magnitudes is kept, but the sign of the small $A_{1g}$ overlap is not reliable. Real ferrocene molecules do not stay staggered: the isolated molecule prefers the eclipsed form, with a small rotation barrier. In this model that assumption costs up to the 0.09 eV found above, less than the omission of 4s. The carbon σ orbitals, electron repulsion and spin–orbit coupling are also left out, and their effect is not estimated here. The populations and the order of the levels depend on the chosen $E_d$ and $E_C$. A small-basis local-density calculation at this geometry puts about 0.3 of the bonding $E_{1g}$ orbital and 0.6 of the antibonding one on 3d, the reverse of part (e), and its three highest filled orbitals are mainly 3d, whereas the highest filled level of part (e) is $E_{1u}$. The levels should not be read as measured ionization energies.
